# Low-Concentration Capacitance of Charged Hard Spheres in the Mean-Spherical Approximation

## 1. Situation and result

A metal electrode in a dilute acid carries a small surface charge, and the ions in front of it rearrange to cancel that charge. Point ions would give a capacitor whose plate separation is the Debye length. Real ions have a size, so their centres cannot reach the electrode. The question is how much the ion size changes the capacitance, and up to what concentration a simple series-capacitor formula may be used.

The model consists of hard spheres of equal diameter $d$, with charges $\pm e$, in a continuum of permittivity $\varepsilon$. The total ion density is $\rho$, counting both signs. A hard plane at $z=0$ carries a small charge per area $s$. Ion centres stay at $z\ge d/2$. The permittivity is the same everywhere, so there are no image charges. Define

$$l_B=\frac{e^2}{4\pi\varepsilon kT},\qquad \kappa^2=4\pi l_B\rho=\frac{\rho e^2}{\varepsilon kT}.$$

The mean-spherical approximation (MSA) gives, at zero charge,

$$C=2\Gamma\varepsilon,\qquad 2\Gamma=\frac{\sqrt{1+2\kappa d}-1}{d}, \tag{1}$$

and hence, at fixed $d$ and small $\kappa d$,

$$\frac{\varepsilon}{C}=\frac1\kappa+\frac d2-\frac{\kappa d^2}{4}+\frac{\kappa^2d^3}{4}-\dots \tag{2}$$

Reciprocal capacitances add in series. The first term is the Debye capacitor, and the second is a Stern layer half a diameter thick. Equation (2) expands the MSA; it is not proven to be the exact dilute expansion of the ion model, for a reason given in section 7.

## 2. The bulk problem

For ions with signs $z_i=\pm1$, write the pair correlation as $h_{ij}=h_s+z_iz_jh$, and the direct correlation as $c_{ij}=c_s+z_iz_jc$. Equal diameters and overall neutrality make the cross terms in the Ornstein–Zernike equation cancel. The charge part obeys $\hat h=\hat c+\rho\hat c\hat h$, so

$$S(k)\equiv1+\rho\hat h(k)=\frac1{1-\rho\hat c(k)}.$$

Two spheres cannot overlap, whatever their signs, so $h=0$ for $r<d$. The MSA adds $c=-l_B/r$ for $r>d$.

It is convenient to integrate over planes:

$$C_p(z)=2\pi\rho\int_{|z|}^\infty r\,c(r)\,dr,\qquad C_p'(z)=-2\pi\rho\,z\,c(z)\quad(z>0). \tag{3}$$

The one-dimensional transform of $C_p$ is $\rho\hat c$. The Coulomb tail makes the integral diverge, so it is multiplied by $e^{-\mu r}$, and $\mu\to0$ is taken last.

With $p=-ik$, seek a factorisation

$$1-\rho\hat c=Q(p)Q(-p),\qquad Q(p)=1-\int_0^\infty a(t)e^{-pt}dt.$$

Multiplying out and reading off the part at $z>0$ gives

$$C_p(z)=a(z)-\int_0^\infty a(t)a(t+z)\,dt. \tag{4}$$

Try a function that is linear for $t<d$ and continuous at $d$, with $a=-\kappa e^{-\mu t}$ beyond $d$. The closure and the empty core will both be verified for this choice.

**Outside the core.** For $z>d$, equation (4) becomes $C_p=-\kappa e^{-\mu z}Q(\mu)$. The tail gives $Q(\mu)=\kappa/(2\mu)+O(1)$, so $C_p'\to\kappa^2/2=2\pi\rho l_B$. By (3), $c=-l_B/z$, as required.

**Inside the core.** Differentiate (4). The tail contributes $\int(-\kappa e^{-\mu t})(\kappa\mu e^{-\mu t})dt\to-\kappa^2/2$, which does not vanish with $\mu$. Therefore

$$C_p'(z)=a'(z)-\int_0^{d-z}a(t)a'(t+z)\,dt+\frac{\kappa^2}{2}. \tag{5}$$

A finite $c(0)$ requires $C_p'(0)=0$. The integral is then $[\kappa^2-a(0)^2]/2$, which leaves $a'(0)+a(0)^2/2=0$. Naming $a(0)=-2\Gamma$ gives

$$a(t)=-2\Gamma-2\Gamma^2t\quad(t<d),\qquad \kappa=2\Gamma(1+\Gamma d), \tag{6}$$

where the second relation is continuity at $d$. It is a quadratic in $\Gamma$. The root that tends to the point-ion value $\kappa/2$ as $d\to0$ is the one in (1).

To recover $c$, put (6) into (5) with $y=d-z$:

$$\begin{aligned}C_p'&=-2\Gamma^2(1+\Gamma y)^2+2\Gamma^2(1+\Gamma d)^2\\&=2\Gamma^2\left[2\Gamma z(1+\Gamma d)-\Gamma^2z^2\right].\end{aligned}$$

Since $2\pi\rho=\kappa^2/(2l_B)=2\Gamma^2(1+\Gamma d)^2/l_B$, equation (3) yields

$$c(r)=-l_B\left[\frac{2B}{d}-\frac{B^2r}{d^2}\right]\quad(r<d),\qquad B=\frac{\Gamma d}{1+\Gamma d}. \tag{7}$$

## 3. Verification of the empty core

Integrating $a(t)e^{-pt}$ by parts gives, once $\mu\to0$,

$$Q(p)=\frac{D(p)}{p^2},\qquad D(p)=P(p)-2\Gamma^2e^{-pd}, \tag{8}$$

with $P(p)=p^2+2\Gamma p+2\Gamma^2$. Two properties of $D$ are needed.

First, $D$ has no zero with $\mathrm{Re}\,p\ge0$ except $p=0$. On the imaginary axis, $p=i\omega$,

$$|P|^2=(2\Gamma^2-\omega^2)^2+4\Gamma^2\omega^2=4\Gamma^4+\omega^4.$$

Thus $|2\Gamma^2/P|\le1$ there, with equality only at $\omega=0$. The zeros of $P$ are $-\Gamma\pm i\Gamma$, so $2\Gamma^2/P$ is analytic in the right half-plane, and it vanishes at infinity. By the maximum-modulus principle its modulus is below one inside. Because $|e^{-pd}|\le1$, the two terms of $D$ cannot cancel except at $p=0$.

Second, $P(p)P(-p)=p^4+4\Gamma^4$. This implies

$$p^4=P(-p)D(p)+2\Gamma^2e^{-pd}D(-p),$$

as substitution of (8) confirms. Divide by $D(p)D(-p)$ and use $P(-p)=D(-p)+2\Gamma^2e^{pd}$:

$$S-1=\frac{2\Gamma^2e^{-pd}}{D(p)}+\frac{2\Gamma^2e^{pd}}{D(-p)}. \tag{9}$$

The inverse transform of the left side is $H(z)=2\pi\rho\int_{|z|}^\infty r\,h\,dr$. For $|z|<d$, the contour for the first term on the right can be closed in the right half-plane, and that for the second in the left. No poles are enclosed, and each term leaves only half the residue at $p=0$. As $D\simeq\kappa p$ there, each contributes $-\Gamma^2/\kappa$. Hence

$$H(z)=-\frac{2\Gamma^2}{\kappa}=-\frac{\Gamma}{1+\Gamma d}\qquad(|z|<d).$$

A constant $H$ has $H'=-2\pi\rho zh=0$, so the core is empty. Both MSA conditions hold.

A numerical transform of (7) at $\kappa d=0.6$ and $2$ reproduced this constant within $2.6\times10^{-6}/d$.

## 4. Response to the wall

Let $\zeta=z-d/2$ be the distance from the plane of closest approach. The ionic charge density is $e\rho h(\zeta)$, where $h$ now denotes the wall–ion charge correlation and vanishes for $\zeta<0$. Treating the wall as one very large particle in the Ornstein–Zernike equation, with the MSA closure, gives for $\zeta>0$

$$h(\zeta)-\int_0^\infty C_p(\zeta-\zeta')h(\zeta')\,d\zeta'=-\frac{e\varphi_w(\zeta)}{kT}, \tag{10}$$

where $\varphi_w$ is the potential of the charged sheet alone. Moving the Coulomb part of $C_p$ to the right turns $\varphi_w$ into the mean potential $\psi$ and leaves a kernel of range $d$:

$$h(\zeta)=-\frac{e\psi}{kT}+\int_0^\infty C_\Delta(\zeta-\zeta')h(\zeta')\,d\zeta',$$

where $C_\Delta$ is the planar integral of $c+l_B/r$. Without $C_\Delta$ this is linear Poisson–Boltzmann theory with a distance of closest approach. The kernel adds the short-range correlations of finite-sized ions.

With the same regularisation as before, the sheet gives $e\varphi_w/kT=Ee^{-\mu\zeta}$, where $E=es/(2\varepsilon\mu kT)$ to leading order in $\mu$. Extend (10) to $\zeta<0$ by adding an unknown function supported there, with transform $N(p)$:

$$Q(p)Q(-p)\hat h(p)=-\frac{E}{p+\mu}+N(p).$$

Divide by $Q(-p)$, which is analytic and free of zeros on the left. Split the source term by writing

$$\frac1{Q(-p)}=\frac1{Q(\mu)}+\left[\frac1{Q(-p)}-\frac1{Q(\mu)}\right].$$

The bracket vanishes at $p=-\mu$ and removes the pole, so its contribution belongs to the left half-plane. The remaining combination, $Q(p)\hat h(p)+E/[(p+\mu)Q(\mu)]$, is analytic on the right and equals a function analytic on the left. It also vanishes at infinity, so by Liouville's theorem it is zero. Since $Q(\mu)\simeq\kappa/(2\mu)$, the factors of $\mu$ cancel:

$$\hat h(p)=-K\frac{p}{D(p)},\qquad K=\frac{es}{\varepsilon\kappa kT}. \tag{11}$$

At large $p$, $p\hat h\to-K$, so the contact value is $h(0)=-K$. This equals the linear Poisson–Boltzmann value at the same $s$ and $\kappa$.

For $\zeta<d$ the terms containing $e^{-pd}$ do not yet contribute. Replacing $D$ by $P=(p+\Gamma)^2+\Gamma^2$ and inverting gives

$$h(\zeta)=-Ke^{-\Gamma\zeta}\left(\cos\Gamma\zeta-\sin\Gamma\zeta\right)\qquad(0<\zeta<d). \tag{12}$$

## 5. From the profile to the capacitance

Only two moments of the profile are needed. Expanding (8) for small $p$,

$$D(p)=\kappa p+(1-\Gamma^2d^2)p^2+O(p^3),$$

$$\hat h(p)=-\frac K\kappa\left[1-\frac{1-\Gamma^2d^2}{\kappa}p+\dots\right].$$

The zeroth moment gives the total ionic charge $e\rho\hat h(0)=-e\rho K/\kappa=-s$, which is neutrality. The first moment gives the centroid of the ionic charge:

$$\langle\zeta\rangle=\frac{1-\Gamma^2d^2}{\kappa}=\frac{(1-\Gamma d)(1+\Gamma d)}{2\Gamma(1+\Gamma d)}=\frac1{2\Gamma}-\frac d2. \tag{13}$$

Take $\psi=0$ in the bulk. Integration by parts gives $\psi(0)=\int_0^\infty z\psi''dz$, and Poisson's equation is $\psi''=-e\rho h/\varepsilon$. Therefore

$$\psi(0)=\frac s\varepsilon\left(\frac d2+\langle\zeta\rangle\right)=\frac{s}{2\Gamma\varepsilon}, \tag{14}$$

which proves (1). The effective plate separation $\varepsilon/C$ is the distance from the electrode to the centroid of the ionic charge.

Direct numerical solution of the half-space equation, without the factorisation, tested this at $\kappa d=0.1,\,0.2,\,0.3,\,1.3$ and $3$. The largest relative difference in capacitance was $2.9\times10^{-4}$. Profile (12) agreed within $2.1\times10^{-4}$ of the contact value.

## 6. Expansion, remainder and the other limit

Set $x=\kappa d$ and $q=\sqrt{1+2x}$. Multiplying numerator and denominator by $q+1$, and using $q^2-1=2x$,

$$\frac1{2\Gamma}=\frac d{q-1}=\frac{d(q+1)}{2x}=\frac{1+\sqrt{1+2\kappa d}}{2\kappa}. \tag{15}$$

This form should be used in code, because it avoids subtracting nearly equal numbers at small $\kappa d$. Inserting

$$q=1+x-\frac{x^2}{2}+\frac{x^3}{2}-\dots$$

gives (2). The square root has a branch point at $x=-1/2$, so the series converges for $0<\kappa d<1/2$.

The error of the two-term formula is available in closed form. From (7), $B=(q-1)/(q+1)$. Multiplying top and bottom by $q-1$ gives $B=(1+x-q)/x$, so

$$\frac1{2\Gamma}=\frac1\kappa+\frac d2-\frac d2B. \tag{16}$$

Moreover $B<x/2$, because this is equivalent to $4<(q+1)^2$, which holds for $q>1$. Thus

$$0<\frac d2B<\frac{\kappa d^2}{4}.$$

At every positive $\kappa d$ the two-term formula overestimates the MSA separation, and so underestimates the MSA capacitance.

The potential drop across the ion-free gap is $sd/(2\varepsilon)$ at any concentration, since the gap contains no charge. The correction in (16) therefore belongs to the diffuse part: correlations move the charge centroid closer to the wall than $1/\kappa$ from contact.

Extrapolating the direct solutions at $\kappa d=0.1,\,0.2$ and $0.3$ with a parabola gave a layer thickness of $0.499d$ and a next coefficient of $-0.23$, against $1/2$ and $-1/4$. A parabola through the exact values of (15) at the same three points gives the same rounded figures, so the differences come mainly from the omitted cubic and higher terms.

In the opposite limit, $\kappa d\gg1$, equation (1) gives $2\Gamma\simeq\sqrt{2\kappa/d}$. At fixed $d$, $\varepsilon$ and temperature, $C$ then grows as the fourth root of concentration, instead of the square root found for a Debye capacitor. Before that, at $\Gamma d=1$ or $\kappa d=4$, the centroid reaches the contact plane. Beyond this point $\langle\zeta\rangle$ is negative, and the potential at the contact plane has the sign opposite to $s$. A picture of two positive capacitors in series then fails. These are statements about the MSA, and at high density packing and the solvent's molecular structure may invalidate the model. The fourth-root law is approached slowly and is out of reach for the ions of section 7. There $\kappa d=4$ needs about 9 mol/L, and even close packing gives only $\kappa d\approx5.6$, where the local exponent $d\ln C/d\ln\rho$ is still 0.32.

## 7. Example: dilute hydrochloric acid

Take aqueous HCl at 298.15 K, with a rough relative permittivity of 78 and a rough common ion diameter of 0.40 nm. For molar concentration $c_M$, the total ion density is $\rho=2000\,c_MN_A$ per cubic metre. The Bjerrum length is $l_B=0.719$ nm. With diameter, permittivity and temperature fixed:

| HCl (mol/L) | $\kappa d$ | Debye + Stern (uF/cm2) | MSA (uF/cm2) |
|---|---:|---:|---:|
| 0.001 | 0.042 | 7.06 | 7.06 |
| 0.01 | 0.132 | 21.37 | 21.44 |
| 0.1 | 0.417 | 59.6 | 61.2 |
| 1 | 1.319 | 137 | 157 |

Relative to the MSA, the two-term capacitance is low by 0.36% at 0.01 mol/L, 2.6% at 0.1 mol/L and 12% at 1 mol/L. The infinite series stops converging at 0.144 mol/L. The two-term formula remains usable above that point if the error given by (16) is acceptable.

At 0.01 mol/L the Debye length is 3.032 nm. Adding half a diameter gives $3.032+0.200=3.232$ nm. The next term, $-0.013$ nm, brings this to 3.219 nm, close to the full MSA value of 3.221 nm.

Let the surface charge be 0.10 uC/cm2. The field in the ion-free gap is 0.0145 MV/cm, or 1.45 mV/nm. The gap takes $1.45\times0.20=0.29$ mV and the diffuse part 4.37 mV, a total of 4.66 mV. In Gouy–Chapman theory the diffuse capacitance at finite charge is multiplied by $\cosh(e\psi_d/2kT)$, where $\psi_d$ is the diffuse potential drop. This raises the differential capacitance by 0.36%, and the ratio of charge to potential by a third of that, 0.12%. The effect on the potentials quoted here is small, but the differential figure is about as large as the MSA correction to the two-term formula at this concentration.

### What the model leaves out

The omitted wall effects can be larger than the MSA correction. To estimate two of them, let the ion density near the wall be $\rho g(\zeta)$ and solve $\psi''=\kappa^2g\psi$. The change in $-\psi/\psi'$ at contact is the shift in $\varepsilon/C$.

A metal attracts an ion with energy $-kT\,l_B/(4z)$ before screening. At contact its size is $l_B/(2d)=0.719/0.80=0.90$ in units of $kT$. With the approximate screened form $g=\exp[l_Be^{-2\kappa\zeta}/(4z)]$, the shift at 0.01 mol/L is about $-0.27$ nm. This form underestimates the screening. Replacing $e^{-2\kappa\zeta}$ by $e^{-2\kappa z}$, or using the Debye–Hückel self-energy for a metal behind an ion-free gap, gives about $-0.23$ nm. At this concentration the shift exceeds the 0.20 nm Stern thickness and has the opposite sign; it becomes smaller in more concentrated acid.

Even without images, an ion near the wall loses part of its screening atmosphere. Consider a point ion in a screened half-space beside an ion-free one of equal permittivity. A potential component of transverse wavenumber $k_\parallel$ decays at rate $\lambda=\sqrt{k_\parallel^2+\kappa^2}$ on the ionic side and $k_\parallel$ on the other. Continuity of potential and field gives the reflection factor $(\lambda-k_\parallel)/(\lambda+k_\parallel)$. Summing the components, with $\lambda=\kappa t$, raises the ion's energy by

$$w=\frac{\kappa l_B}{2}\int_1^\infty\left[t-\sqrt{t^2-1}\right]^2e^{-2\kappa\zeta t}dt$$

in units of $kT$. Here $w$ is $\kappa l_B$ times a function of $\kappa\zeta$, acting over a distance of order $1/\kappa$. To first order in $w$ the resulting shift is therefore a fixed fraction of $l_B$, and does not vanish on dilution. With $g=e^{-w}$ it is 0.020 nm at both 0.001 and 0.01 mol/L, a tenth of the Stern thickness. This is one contribution, not a complete correction. It shows why the $d/2$ in (2) is an MSA result and not a proven exact coefficient of the ion model.

The bulk closure is also strained here, because $l_B/d=1.8$ is not small. Since $h-c$ is continuous at $r=d$, equation (7) gives $h(d^+)=-l_B(1-B)^2/d$. The MSA like-ion pair distribution at contact is then about $-0.6$ at 0.01 mol/L, which is unphysical. Taking the bulk direct correlation from the hypernetted-chain closure, with the same linear wall equation, changes the correction to $1/\kappa+d/2$ from $-0.012$ to $-0.002$ nm at 0.01 mol/L, and from $-0.004$ to $+0.003$ nm at 0.001 mol/L. At 1 mol/L the two closures give $-0.062$ and $-0.059$ nm. In dilute acid the size of the term beyond $d/2$ therefore depends on the closure, and at the lowest concentration so does its sign.

### Comparison with a real electrode

The example idealises a weakly charged, perfectly blocking metal in a bath of dilute acid. At a real metal, oriented water next to the surface responds less than bulk water. If the half-diameter layer has a rough relative permittivity of 10, its equivalent thickness becomes $0.20\times78/10=1.56$ nm, and the capacitance falls from 21.4 to 15.1 uF/cm2. Heating the bath to 343.15 K, with a rough relative permittivity of 64, gives an MSA capacitance of 18.1 uF/cm2 at the same concentration and diameter. Specific chloride adsorption, metal dissolution and the different sizes of the hydrated ions are also absent.

For implementation, (15) is preferable to the truncated series whenever the MSA itself is wanted. The form $1/\kappa+d/2$ is useful for interpretation when $\kappa d\ll1$. Neither should be used to infer an ion diameter from a measured capacitance unless the inner-layer permittivity and image effects have been determined separately.

## Numbers as computed

```
Bulk empty-core test, largest error: 2.6e-06 (1/d)
Wall capacitance test, largest relative error: 2.9e-04
Wall profile test, error over contact value: 2.1e-04
Extrapolated layer thickness: 0.4989 d
Extrapolated next coefficient: -0.231 (kappa d^2)
Temperature: 298.15 K
Relative permittivity (rough input): 78
Ion diameter (rough input): 0.40 nm
Bjerrum length: 0.719 nm
HCl 0.001 mol/L: Debye length 9.589 nm, kappa d 0.0417
  lengths eps/C: MSA 9.7851 nm, Debye+Stern 9.7891 nm
  C: Debye 7.20, Debye+Stern 7.06, MSA 7.06 uF/cm2
  Debye+Stern error against MSA: -0.041 %
HCl 0.01 mol/L: Debye length 3.032 nm, kappa d 0.1319
  lengths eps/C: MSA 3.2207 nm, Debye+Stern 3.2324 nm
  C: Debye 22.78, Debye+Stern 21.37, MSA 21.44 uF/cm2
  Debye+Stern error against MSA: -0.362 %
HCl 0.1 mol/L: Debye length 0.959 nm, kappa d 0.4171
  lengths eps/C: MSA 1.1288 nm, Debye+Stern 1.1589 nm
  C: Debye 72.02, Debye+Stern 59.59, MSA 61.18 uF/cm2
  Debye+Stern error against MSA: -2.597 %
HCl 1 mol/L: Debye length 0.303 nm, kappa d 1.3191
  lengths eps/C: MSA 0.4408 nm, Debye+Stern 0.5032 nm
  C: Debye 227.75, Debye+Stern 137.24, MSA 156.67 uF/cm2
  Debye+Stern error against MSA: -12.404 %
Series convergence limit: 0.144 mol/L
Worked state: HCl 0.01 mol/L
Two Gamma: 0.3105 1/nm
Next series term, -kappa d^2/4: -0.01319 nm
Surface charge: 0.10 uC/cm2
Field in ion-free layer: 0.0145 MV/cm
Potential: total 4.663 mV, ion-free layer 0.290 mV, diffuse part 4.374 mV
Neglected nonlinearity, rise of diffuse C: 0.364 %
Metal image attraction at contact, unscreened: 0.898 kT
Estimated image shift of eps/C: -0.265 nm
Estimated lost-atmosphere shift at 0.001 mol/L: 0.0204 nm
Estimated lost-atmosphere shift at 0.01 mol/L: 0.0204 nm
Inner-water relative permittivity (rough input): 10
C with that inner layer: 15.08 uF/cm2
Hot bath: 343.15 K, relative permittivity (rough input) 64
MSA C in hot bath: 18.08 uF/cm2
```
